# Confinement free energy of an ideal chain in a narrow gap, part 2

An ideal chain has $N$ independent bonds joining $N+1$ beads, with no preferred bond direction and mean square bond length $b^2$. A bead with its bond is a segment. Walls at $z=0$ and $z=D$ remove every configuration with a bead outside the gap and do nothing else. With the first bead uniform in the gap, $Z$ is the allowed fraction of free configurations. It is also the equilibrium partition ratio, the chain concentration in the gap divided by that in a dilute bath. The confinement free energy is $F=-k_BT\ln Z$.

The $z$ component $u$ of a bond has probability density $p(u)$, mean zero and variance $b^2/3$. The probability $q_n(z)$ that a chain of $n$ bonds starting at $z$ stays inside obeys the recursion

$$q_{n+1}(z)=\int_0^D p(z-z')\,q_n(z')\,dz',\qquad
Z=\frac1D\int_0^D q_N(z)\,dz .$$

In the continuum limit $b\ll D$ this becomes

$$\frac{\partial q}{\partial n}=\frac{b^2}{6}\frac{\partial^2q}{\partial z^2},$$

with $q=0$ at the walls (absorbing walls). Solutions $\psi(z)e^{-En}$ have $E=\kappa^2b^2/6$, where $\kappa$ is the wavenumber. The normalized states are

$$\psi_k=\sqrt{\frac2D}\,\sin\frac{k\pi z}{D},\qquad
E_k=\frac{k^2\pi^2b^2}{6D^2},\qquad NE_k=k^2x .$$

With $a_k=\int_0^D\psi_k\,dz$,

$$Z=\frac1D\sum_k a_k^2e^{-k^2x}=\sum_{k\ \mathrm{odd}}\frac{8}{\pi^2k^2}\,e^{-k^2x}.$$

When the ground state $k=1$ dominates, $F\approx k_BT(x+0.210)$, with the constant $-\ln(8/\pi^2)=0.210$, and inner segments have density $\psi_1^2$. The leading law is $F\approx k_BT\,x$, for $b\ll D\ll b\sqrt N$. Section 5 showed that survival near a wall behaves as $z$ plus a length of order $b$.

The example is a PMMA resist chain dissolved in a developer, assumed near theta conditions, where the effective pair repulsion vanishes. It has $N=1500$, $b=1.5$ nm, 0.65 kg/mol per segment, $D=20$ nm and $T=295$ K, giving $x=13.88$ and $F=14.09\,k_BT$. A fragment with $N=50$ in the same gap has $F=0.670\,k_BT$. Grid calculations solve the continuum equation numerically.

### 12. Finite bond length

Far from the walls, apply one bond of the recursion to $\sin(\kappa z+\varphi)$. The part odd in $u$ averages to zero, leaving

$$\int p(u)\sin[\kappa(z-u)+\varphi]\,du=\langle\cos\kappa u\rangle\sin(\kappa z+\varphi).$$

For Gaussian bonds with variance $b^2/3$, $\langle\cos\kappa u\rangle=e^{-\kappa^2b^2/6}$. The decay rate per bond is then $\kappa^2b^2/6$, without higher terms in $\kappa b$. The discreteness of such bonds enters through the permitted values of $\kappa$, which the walls determine.

Section 5 showed that survival near a wall grows as $z$ plus a length of order $b$. Call this length $\ell$. Seen from the interior, the profile extrapolates to zero at $z=-\ell$, outside the gap. In the thin layer near the wall the decay per bond is negligible when $\kappa b\ll1$, so $\ell$ depends on the bond distribution and, to leading order, not on $D$. The interior profile $\sin\kappa(z+\ell)$ must also extrapolate to zero at $z=D+\ell$. Hence $\kappa(D+2\ell)=\pi$, and

$$E_1\to\frac{\pi^2b^2}{6(D+2\ell)^2}.$$

As $b/D\to0$ the continuum result returns.

The value of $\ell$ was found by diagonalizing the one-bond operator for Gaussian bonds at $D=40b$. It is 0.505 nm for $b=1.5$ nm. Used at $D=20$ nm, it predicts the decay rate of the discrete chain to within 0.1%. A further check concerns the coefficient $b^2/6$. Define an effective width as $\pi b$ divided by the square root of six times the computed rate. When $D$ grows from $20b$ to $40b$, this width should grow by $20b$ whatever the value of $\ell$. It does so within 0.3% for Gaussian and for rigid bonds.

In the example the ground-state term becomes

$$13.88\times\left(\frac{20}{20+2\times0.505}\right)^2=12.58,$$

a reduction of 9% relative to the leading law. The discrete chain has in all $F=12.74\,k_BT$, so its constant is 0.165 instead of 0.210. This too can be derived. Let $D_e=D+2\ell$ and use the state $\sqrt{2/D_e}\,\sin\kappa(z+\ell)$ with $\kappa=\pi/D_e$. Since $\kappa(D+\ell)=\pi-\kappa\ell$, its integral over the gap contains

$$\int_0^D\sin\kappa(z+\ell)\,dz=\frac{\cos\kappa\ell-\cos(\pi-\kappa\ell)}{\kappa}=\frac{2D_e}{\pi}\cos\kappa\ell .$$

Squaring, and multiplying by $2/(D_eD)$, changes the prefactor $8/\pi^2$ to

$$\frac8{\pi^2}\,\frac{D_e}{D}\cos^2\kappa\ell .$$

With $D_e=21.01$ nm the negative logarithm is 0.166, in agreement with the value found. Two things have been neglected. One is the small part of the norm lying outside the gap, of order $(\ell/D)^3$. The other is the departure of the true profile from the sine within about a bond length of each wall. Relative to the maximum of the profile it is of order $b/D$, and it occupies a fraction of order $b/D$ of the gap, so it changes the constant by order $(b/D)^2$.

Gaussian bonds of this length therefore raise the long chain's partition ratio above its continuum value by a factor $e^{14.09-12.74}\approx4$. A modest relative error in $F$ is a large factor in $Z$ when $F$ is many $k_BT$. For the fragment, $F$ falls from 0.670 to $0.581\,k_BT$.

### 13. Thickness of the segments

A segment of thickness $t$ cannot bring its centre closer than $t/2$ to either wall. The centres then move in a gap of width $D-t$, and the leading law becomes $k_BT\,\pi^2Nb^2/[6(D-t)^2]$. For a rough $t=0.7$ nm this is $14.90\,k_BT$, an increase of 7% over 13.88.

Thickness and finite bonds act in opposite directions. Together they give the width $D-t+2\ell=20.31$ nm and a ground-state term of about $13.5\,k_BT$. The near cancellation depends on the chosen $t$ and on the bond distribution; it is not a general property.

### 14. Walls that attract

Suppose that a segment within a distance $w$ of either wall has its energy lowered by $\varepsilon k_BT$. Its statistical weight is multiplied by $e^{\varepsilon}\approx1+\varepsilon$ for small $\varepsilon$. Each bond then adds a term $\varepsilon q$ in these layers, and the stationary equation reads

$$-\frac{b^2}{6}\psi''-\varepsilon\psi=E\psi\quad\text{in the layers},\qquad
-\frac{b^2}{6}\psi''=E\psi\quad\text{between them.}$$

The attraction lowers $E$. To find where the cost vanishes, set $E=0$. Between the layers $\psi''=0$, and the symmetric solution is a constant. In the lower layer $\psi\propto\sin\kappa z$ with $\kappa^2=6\varepsilon/b^2$. The slope has to vanish at $z=w$ to join the constant, so $\kappa w=\pi/2$ and

$$\varepsilon_c=\frac{\pi^2b^2}{24w^2}.$$

This $\psi$ has no node inside the gap, so it is the ground state. The result does not contain $D$. On a grid with $b=w=1.5$ nm and $D=20$ nm, the lowest rate at $\varepsilon_c$ is below 0.1% of the rate for non-attracting walls.

For $w=b$ the critical value is $\pi^2/24=0.411$ per segment. An attraction of less than half of $k_BT$ per contact thus removes the part of $F$ proportional to $N$, and a stronger one draws chains into the gap. A weaker attraction, $\varepsilon=0.10$, lowers the ground-state term from 13.88 to $12.86\,k_BT$, by 7%. These are continuum values, and a layer as thin as $w=b$ is beyond what that equation describes accurately. With finite bonds the profile near a wall behaves as $z+\ell$ instead of $z$, so the layers hold more segments and the attraction acts more strongly. For Gaussian bonds the critical value is about 0.23 instead of 0.411, and $\varepsilon=0.10$ lowers the ground-state term from 12.58 to about $10.1\,k_BT$, by 20%. The hard-wall law requires $\varepsilon$ to be far below the critical value.

### 15. Weak repulsion between segments

Away from theta conditions, add the pair energy

$$\frac{U}{k_BT}=v\sum_{i<j}\delta(\mathbf R_i-\mathbf R_j),$$

where $\mathbf R_i$ is the position of bead $i$ and $v$ is the excluded volume. In powers of $v$, $\langle e^{-U/k_BT}\rangle=1-\langle U\rangle/k_BT+\dots$, and since $-\ln(1-y)=y+\dots$, the expansion of $-\ln\langle e^{-U/k_BT}\rangle$ begins with $\langle U\rangle/k_BT$. Only this first term is kept. The same repulsion acts in free solution, so the shift of the confinement free energy is

$$\Delta F=\langle U\rangle_{\rm gap}-\langle U\rangle_{\rm free}.$$

Take two segments $s$ bonds apart, with Gaussian bonds. Their lateral separation has variance $sb^2/3$ in each of two directions, so the density of coincidence is $g_s=1/(2\pi sb^2/3)=3/(2\pi sb^2)$. In free solution the third direction contributes a factor $\sqrt{g_s}$. In the gap it is replaced by the density $h_s$ for both segments to have the same height.

For inner segments, both outer parts of the chain contribute the ground state and the part between them contributes the propagator $\sum_k\psi_k(z)\psi_k(z')e^{-E_ks}$. Normalization supplies $e^{E_1s}$. Setting $z'=z$ and integrating,

$$h_s=\sum_{k\ge1}e^{-(E_k-E_1)s}\int_0^D\psi_1^2\psi_k^2\,dz .$$

With $2\sin^2\theta=1-\cos2\theta$, the overlap integral is

$$\frac1{D^2}\int_0^D\Big(1-\cos\frac{2\pi z}D\Big)\Big(1-\cos\frac{2k\pi z}D\Big)dz
=\begin{cases}3/(2D),&k=1\\1/D,&k>1.\end{cases}$$

The single cosines integrate to zero, and their product survives for $k=1$ alone, giving $D/2$. For $s=10$, 30 and 100 at $D=20$ nm, the resulting $h_s$ agrees with the grid calculation to within 0.1%.

There are $N+1-s$ pairs with separation $s$. Neglecting the different behaviour near the chain ends,

$$\frac{\Delta F}{k_BT}=v\sum_{s=1}^{N}(N+1-s)\,g_s\big(h_s-\sqrt{g_s}\big).$$

At large $s$, $h_s$ tends to $3/(2D)$ whereas $\sqrt{g_s}$ continues to fall: distant parts of a squeezed chain meet more often than those of a free one. For $v=0.01\,b^3$ in the example, $\Delta F=1.6\,k_BT$, which is 11% of the continuum value 14.09. With finite Gaussian bonds the wider profile lowers the shift to about $1.45\,k_BT$, again 11% of the corresponding $F=12.74\,k_BT$. A shift of 10% needs $v$ of about $0.009\,b^3$. The ideal law is therefore sensitive to solvent quality for a chain this long. The estimate is of first order in $v$. Terms of order $v^2$ were not computed, and with a shift already above $k_BT$ they need not be negligible, so these values are rough. The estimate should not be extended to a good solvent. Three-body interactions, which remain when $v=0$, are also left out.

### 16. Why the law does not apply inside a dense film

In a solid or molten film a chain is surrounded by others, and the total density is nearly constant. In mean-field theory their effect is a field $W(z)$, in units of $k_BT$ per segment:

$$-\frac{b^2}{6}\psi''+W\psi=E\psi,\qquad \rho\propto\psi^2 .$$

If the density is flat up to the walls, $\psi$ is constant and $\psi''=0$. The equation then requires $W=E$, the same uniform value as in a thick film. No cost proportional to $Nb^2/D^2$ remains. In effect the walls reflect the walk instead of absorbing it. This holds in mean field with ground-state dominance, and it neglects the thin layer at each wall where the density rises to its bulk value. In a film much thicker than that layer, the layer's free energy per unit wall area does not depend on $D$. Shared among the chains, whose number grows as $D$, it gives a cost per chain proportional to $1/D$. This cost need not be small, but it is a surface energy and not the confinement law derived here. The number $14\,k_BT$ describes a dissolved chain in a solvent-filled gap, not a chain in an unexposed 20 nm film.

### 17. The example beside a real resist

PMMA with a molar mass near one million g/mol is used as an electron-beam resist, and gaps of about 20 nm are within the reach of that technique, so the chosen chain and width are not far from practice. The segment length, mass and thickness are rough. The chosen pair gives $\langle R^2\rangle/M=0.35$ Å$^2$ mol/g, whereas values of about 0.39 to 0.43 are quoted for atactic PMMA; at the same molar mass these would raise $x$ from 13.9 to about 16 or 17. Theta conditions are an assumption, and an idealized one. A developer is chosen to dissolve fragments and to be a poor solvent for unexposed chains, so for the long chain $v$ is more likely negative, and such a chain may collapse or not dissolve at all. The result is sensitive to this assumption: to first order, $v=0.01\,b^3$ already adds about $1.6\,k_BT$. The walls of a real gap may also be swollen and soft, and they may attract segments; with finite bonds, the attraction of $0.10\,k_BT$ per segment considered above lowers the result by about $2.5\,k_BT$.

Geometry sets a further condition. The root-mean-square lateral distance between the chain ends is $b\sqrt{2N/3}=47.4$ nm, because two of the three components are unconfined. This is not yet the depth the slit model needs. A developed trench is open at the top, and a chain whose first bead lies at depth $d$ can run to the opening and leave the rest of itself outside. The weight of such configurations follows the stationary solution $\sin(\pi z/D)\,e^{-\pi d/D}$ of the continuum equation in the trench, and it competes with $e^{-x}$. The calculated $F$ therefore applies only at depths beyond about $xD/\pi=\pi Nb^2/(6D)$, which is 88 nm here and grows as $N/D$, not as $\sqrt N$. With the first bead 47 nm deep the cost is about $10\,k_BT$ instead of 14.

Finally, $F$ is an equilibrium quantity. It says that a long dissolved chain is strongly favoured to be in the bath and that a fragment is nearly indifferent. How fast either leaves the gap during development depends on diffusion, swelling and disentanglement, which this model does not contain. The numerical output lists the inputs and the main results.

## Numbers as computed

```
Kuhn length b: 1.5 nm
segments, long chain: 1500
segments, fragment: 50
Kuhn segment mass: 0.65 kg/mol
long chain molar mass: 975 kg/mol
gap width D: 20.0 nm
temperature: 295 K
thermal energy kT: 0.02542 eV
free coil b*sqrt(N), long chain: 58.1 nm
free coil b*sqrt(N), fragment: 10.6 nm
lateral rms end distance, long: 47.4 nm
ground-state cost per segment: 0.009253 kT
constant -ln(8/pi^2): 0.2100 kT
long chain, leading law: 13.879 kT
long chain, leading law: 0.353 eV
long chain, full continuum F: 14.089 kT
long chain, full continuum F: 0.358 eV
long chain, partition ratio Z: 7.61e-07
fragment, leading law: 0.463 kT
fragment, full continuum F: 0.670 kT
fragment, partition ratio Z: 0.512
fragment, k=3 over k=1 term: 2.74e-03
long chain, k=3 over k=1 term: 6.7e-50
width where leading law is 10% low: 54.2 nm
D = 10 nm: leading 55.517 kT, full 55.727 kT
D = 20 nm: leading 13.879 kT, full 14.089 kT
D = 40 nm: leading 3.470 kT, full 3.680 kT
D = 80 nm: leading 0.867 kT, full 1.077 kT
D = 160 nm: leading 0.217 kT, full 0.407 kT
extrapolation length, Gaussian bonds: 0.505 nm
ground-state term with finite bonds: 12.577 kT
long chain, discrete-bond F: 12.742 kT
fragment, discrete-bond F: 0.581 kT
segment thickness: 0.7 nm
leading law with thickness: 14.904 kT
range of wall attraction: 1.5 nm
wall attraction tried: 0.10 kT per segment
ground-state term with that attraction: 12.862 kT
attraction cancelling the cost: 0.411 kT per segment
excluded volume tried, v/b^3: 0.010
first-order shift of F from it: 1.582 kT
v/b^3 that shifts F by 10%: 0.0089
```
